\section*{S-state Hamiltonian and kinetic energy form in Hylleraas coordinates}

\section{Coordinates, volume element and kinetic form}

\subsection{What symmetry and dimension allow}

An S state has zero total orbital angular momentum, so its spatial wave function does not change when both electrons are rotated together about the nucleus. Let $\mathbf r_1$ and $\mathbf r_2$ be the electron positions measured from the nucleus. The nucleus and the two electrons form a triangle with sides
\begin{equation}
r_1=|\mathbf r_1|,\qquad r_2=|\mathbf r_2|,\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .
\label{eq:sides}
\end{equation}
Two configurations with the same three sides are congruent triangles, and an orthogonal transformation carries one into the other. If that transformation is a rotation, the wave function has the same value at both. If it contains a reflection, we can first reflect the initial triangle in its own plane. This leaves both position vectors where they are, and the combined transformation is a rotation. The S-state wave function is therefore a function of the three sides alone, and three of the six coordinates are angles on which it does not depend.

We replace the three sides by the Hylleraas coordinates
\begin{equation}
s=r_1+r_2,\qquad t=r_2-r_1,\qquad u=r_{12}.
\label{eq:stu}
\end{equation}
Exchange of the electrons leaves $s$ and $u$ unchanged and reverses the sign of $t$. A spatial function even in $t$ belongs to a spin singlet and one odd in $t$ to a spin triplet. The spin factor plays no further part, because the Hamiltonian used here does not contain spin.

Dimension and symmetry now restrict what a calculation can give. The volume element $d^3r_1\,d^3r_2$ has the dimension of length to the sixth power. After integration over the three angles it must become a constant times $W(s,t,u)\,ds\,dt\,du$, where $W$ is homogeneous of degree three. Exchange symmetry makes $W$ even in $t$. The kinetic energy is built from squares of gradients, and by the chain rule each gradient is linear in the derivatives
\begin{equation}
\psi_s=\frac{\partial\psi}{\partial s},\qquad
\psi_t=\frac{\partial\psi}{\partial t},\qquad
\psi_u=\frac{\partial\psi}{\partial u}.
\label{eq:derivatives}
\end{equation}
It must therefore have the form
\begin{equation}
\langle\psi|\hat T|\psi\rangle\ \propto\ \int W\sum_{i,j}G_{ij}\,\psi_i\psi_j\;ds\,dt\,du,
\qquad i,j\in\{s,t,u\},
\label{eq:form}
\end{equation}
with dimensionless coefficients $G_{ij}$. Exchange requires $G_{su}$ and the three diagonal coefficients to be even in $t$, while $G_{st}$ and $G_{tu}$ must be odd. What remains is to find $W$ and $G_{ij}$.

\subsection{The model and the domain}

We use atomic units, so that lengths are in bohr and energies in hartree. The nucleus has charge $Z$ and is held fixed, and the electrons are nonrelativistic. The Hamiltonian is
\begin{equation}
\hat H=-\tfrac12\left(\nabla_1^2+\nabla_2^2\right)-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\label{eq:Hcart}
\end{equation}
It is real, so its eigenfunctions can be chosen real, and all wave functions below are real.

The first two relations in \eqref{eq:stu} are inverted by adding and subtracting them:
\begin{equation}
r_1=\frac{s-t}{2},\qquad r_2=\frac{s+t}{2},\qquad r_1r_2=\frac{s^2-t^2}{4}.
\label{eq:inverse}
\end{equation}
The triangle inequality says that $r_{12}$ lies between $|r_1-r_2|$ and $r_1+r_2$. In the new coordinates this is
\begin{equation}
|t|\le u\le s<\infty .
\label{eq:domain}
\end{equation}
The coordinates are independent inside this region, but their ranges are linked. Each face corresponds to a collinear arrangement. On $u=s$ the electrons are on opposite sides of the nucleus, and on $u=|t|$ they are on the same side.

\subsection{The volume element}

Let $F$ be a function of the three sides. We describe $\mathbf r_1$ by its length and two angles, and $\mathbf r_2$ by its length, the angle $\theta$ between the two vectors, and an azimuth $\varphi$ about $\mathbf r_1$. Then
\begin{equation}
d^3r_1\,d^3r_2=r_1^2\,dr_1\,d\Omega_1\;r_2^2\,dr_2\,\sin\theta\,d\theta\,d\varphi .
\end{equation}
Since $F$ depends on neither the direction of $\mathbf r_1$ nor $\varphi$, these angles give $4\pi\cdot2\pi=8\pi^2$. The remaining angle is exchanged for $u$ through the cosine rule,
\begin{equation}
u^2=r_1^2+r_2^2-2r_1r_2\cos\theta .
\label{eq:cosine}
\end{equation}
Differentiation at fixed $r_1$ and $r_2$ gives
\begin{equation}
u\,du=r_1r_2\sin\theta\,d\theta .
\end{equation}
As $\theta$ runs from $0$ to $\pi$, $u$ increases from $|r_1-r_2|$ to $r_1+r_2$, so no sign is lost. One factor $r_1r_2$ is used up, and
\begin{equation}
\int F\,d^3r_1\,d^3r_2=8\pi^2\int F\,r_1r_2\,u\;dr_1\,dr_2\,du .
\label{eq:sidesvolume}
\end{equation}
The Jacobian of \eqref{eq:inverse} is
\begin{equation}
\left|\frac{\partial(r_1,r_2)}{\partial(s,t)}\right|
=\left|\tfrac12\cdot\tfrac12-\left(-\tfrac12\right)\cdot\tfrac12\right|=\tfrac12 .
\end{equation}
With $r_1r_2=(s^2-t^2)/4$ the constants combine to $8\pi^2\cdot\frac14\cdot\frac12=\pi^2$. Hence
\begin{equation}
\int F\,d^3r_1\,d^3r_2=\pi^2\int_0^\infty\! ds\int_0^s\! du\int_{-u}^{u}\! dt\;W F,
\qquad W=u\,(s^2-t^2).
\label{eq:volume}
\end{equation}
This is the volume element $u(s^2-t^2)\,ds\,dt\,du$, up to the constant $\pi^2$, which cancels in the quotient of an energy integral and a norm. If $F$ is even in $t$, one may integrate over $0\le t\le u$ and use the constant $2\pi^2$. The squared modulus of a singlet or a triplet function is even, so this applies to both. A product of a singlet and a triplet function is odd, and its integral over the full range vanishes.

The limit of close electrons shows why $W$ has only one power of $u$, although a volume in relative space should grow as $u^2\,du$. The second power comes from the range of $t$. For $u\ll s$,
\begin{equation}
\pi^2\int_{-u}^{u}u(s^2-t^2)\,dt\simeq2\pi^2s^2u^2 .
\end{equation}
The direct count agrees. The pair has its centre at distance close to $s/2$ from the nucleus, which gives $4\pi(s/2)^2\,d(s/2)=\frac{\pi}{2}s^2\,ds$, and the relative vector gives $4\pi u^2\,du$. Their product is $2\pi^2s^2u^2\,ds\,du$.

A Gaussian without exchange symmetry shows \eqref{eq:volume} at work over the whole domain. For $F=\exp(-\alpha r_1^2-\beta r_2^2-\gamma r_{12}^2)$ the six Cartesian integrals separate into three identical two-dimensional ones, with the result
\begin{equation}
\int F\,d^3r_1\,d^3r_2=\frac{\pi^3}{(\alpha\beta+\alpha\gamma+\beta\gamma)^{3/2}} .
\end{equation}
For $\alpha=0.7$, $\beta=1.1$ and $\gamma=0.4$ in bohr$^{-2}$ the bracket is $1.49$ and the integral is $17.0479$ bohr$^6$. Gauss--Legendre quadrature of the right side of \eqref{eq:volume} gives the same value to these digits.

\subsection{From Laplacians to gradients}

We assume that $\psi$ has continuous derivatives in $s,t,u$ up to the faces of the domain and decays at large distance. For each electron $a=1,2$, the identity $\nabla_a\!\cdot(\psi\nabla_a\psi)=|\nabla_a\psi|^2+\psi\nabla_a^2\psi$ turns the expectation value of the Laplacian into a gradient integral and a surface term:
\begin{equation}
\langle\psi|\hat T|\psi\rangle
=-\tfrac12\int\psi\left(\nabla_1^2+\nabla_2^2\right)\psi\,d\tau
=\tfrac12\int\left(|\nabla_1\psi|^2+|\nabla_2\psi|^2\right)d\tau ,
\label{eq:green}
\end{equation}
where $d\tau=d^3r_1\,d^3r_2$. The surface at infinity gives nothing because $\psi$ decays. The gradient may change direction abruptly where an electron meets the nucleus or the other electron. We cut out a sphere of radius $\epsilon$ about each such point. The gradient is bounded and the sphere has area $4\pi\epsilon^2$, so its contribution vanishes as $\epsilon\to0$.

We need the gradients of the coordinates. The gradient of a distance is a unit vector along it. With $\hat{\mathbf r}_a=\mathbf r_a/r_a$ and $\mathbf n=(\mathbf r_1-\mathbf r_2)/u$,
\begin{align}
\nabla_1s&=\hat{\mathbf r}_1, & \nabla_1t&=-\hat{\mathbf r}_1, & \nabla_1u&=\mathbf n,\nonumber\\
\nabla_2s&=\hat{\mathbf r}_2, & \nabla_2t&=\hat{\mathbf r}_2, & \nabla_2u&=-\mathbf n .
\end{align}
The chain rule then gives
\begin{equation}
\nabla_1\psi=(\psi_s-\psi_t)\hat{\mathbf r}_1+\psi_u\mathbf n,\qquad
\nabla_2\psi=(\psi_s+\psi_t)\hat{\mathbf r}_2-\psi_u\mathbf n .
\label{eq:gradients}
\end{equation}
Squaring and adding, with $(\psi_s-\psi_t)^2+(\psi_s+\psi_t)^2=2\psi_s^2+2\psi_t^2$, we find
\begin{align}
|\nabla_1\psi|^2+|\nabla_2\psi|^2
={}&2\left(\psi_s^2+\psi_t^2+\psi_u^2\right)\nonumber\\
&+2\psi_u\left[(c_1-c_2)\psi_s-(c_1+c_2)\psi_t\right],
\label{eq:squares}
\end{align}
where $c_a=\hat{\mathbf r}_a\cdot\mathbf n$. The product $\psi_s\psi_t$ has cancelled between the two electrons, so $G_{st}=0$.

\subsection{The two direction cosines}

From \eqref{eq:cosine}, $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2$. We also have $r_1^2-r_2^2=-(r_2-r_1)(r_1+r_2)=-st$. Therefore
\begin{align}
c_1&=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1u}
=\frac{r_1^2-r_2^2+u^2}{2r_1u}=\frac{u^2-st}{u(s-t)},\nonumber\\
c_2&=\frac{\mathbf r_1\cdot\mathbf r_2-r_2^2}{r_2u}
=\frac{r_1^2-r_2^2-u^2}{2r_2u}=-\frac{u^2+st}{u(s+t)} .
\label{eq:cosines}
\end{align}
Over the common denominator $u(s-t)(s+t)=W$, the numerators of the difference and the sum are
\begin{align}
(u^2-st)(s+t)+(u^2+st)(s-t)&=2su^2-2st^2,\nonumber\\
(u^2-st)(s+t)-(u^2+st)(s-t)&=2tu^2-2ts^2 .
\end{align}
This gives
\begin{equation}
c_1-c_2=\frac{2s(u^2-t^2)}{W},\qquad
c_1+c_2=-\frac{2t(s^2-u^2)}{W}.
\label{eq:sumdiff}
\end{equation}
As an example, take a right triangle with $r_1=3$, $r_2=4$ and $u=5$ bohr, for which $s=7$ and $t=1$ bohr. Equation \eqref{eq:cosines} gives $c_1=18/30=0.6$ and $c_2=-32/40=-0.8$, as elementary trigonometry requires. Here $W=5\cdot48=240$ bohr$^3$, and \eqref{eq:sumdiff} gives $336/240=1.4$ and $-48/240=-0.2$.

\subsection{The quadratic form}

We insert \eqref{eq:sumdiff} in \eqref{eq:squares}, multiply by the factor $\frac12$ of \eqref{eq:green}, and use the volume element \eqref{eq:volume}. The minus sign in front of $c_1+c_2$ cancels the one in \eqref{eq:sumdiff}, and the factor 2 in each numerator survives:
\begin{align}
\langle\psi|\hat T|\psi\rangle=\pi^2\!\int\! ds\,du\,dt\,\Big\{&
u(s^2-t^2)\left(\psi_s^2+\psi_t^2+\psi_u^2\right)\nonumber\\
&+2\psi_u\left[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t\right]\Big\}.
\label{eq:kinetic}
\end{align}
The integral covers the domain \eqref{eq:domain}. For a normalized $\psi$ it is the mean kinetic energy; otherwise it must be divided by the norm. The coefficients in \eqref{eq:form} obey the parity rules stated there.

Two special cases trace the numerical factors. If $\psi$ does not depend on $u$, the integrand divided by $W$ is $\psi_s^2+\psi_t^2$. Since $\psi_s=\frac12(\partial_{r_1}+\partial_{r_2})\psi$ and $\psi_t=\frac12(\partial_{r_2}-\partial_{r_1})\psi$, this equals $\frac12[(\partial_{r_1}\psi)^2+(\partial_{r_2}\psi)^2]$, the energy density of two independent radial motions. If $\psi$ depends on $u$ alone, the density is $\psi_u^2=\psi_u^2/(2\mu)$ with $\mu=\frac12$, the reduced mass of two electrons.

The cross terms are present because $s$, $t$ and $u$ are not orthogonal coordinates. Moving an electron away from the nucleus usually changes its distance from the other electron too. In the domain $u^2-t^2\ge0$ and $s^2-u^2\ge0$, so the signs of the cross terms follow from the signs of $\psi_s\psi_u$ and $t\psi_t\psi_u$.

\section{The Hamiltonian and the helium ground state}

\subsection{Results carried forward}

The coordinates are $s=r_1+r_2$, $t=r_2-r_1$ and $u=r_{12}$, with $|t|\le u\le s$. Subscripts on functions denote partial derivatives. The weight is $W=u(s^2-t^2)$, and $d\tau$ becomes $\pi^2W\,ds\,dt\,du$. For two real S functions $\phi$ and $\psi$, replacing each square in \eqref{eq:kinetic} by the corresponding symmetric product gives
\begin{align}
\langle\phi|\hat T|\psi\rangle=\pi^2\!\int\! ds\,du\,dt\,\big[&
W(\phi_s\psi_s+\phi_t\psi_t+\phi_u\psi_u)\nonumber\\
&+s(u^2-t^2)(\phi_s\psi_u+\phi_u\psi_s)\nonumber\\
&+t(s^2-u^2)(\phi_t\psi_u+\phi_u\psi_t)\big].
\label{eq:bilinear}
\end{align}
This follows by applying \eqref{eq:kinetic} to $\phi+\psi$ and to $\phi-\psi$, subtracting, and dividing by four.

\subsection{Integration by parts}

We collect the factors of $\phi_s$, $\phi_t$ and $\phi_u$ in \eqref{eq:bilinear} and call them currents:
\begin{align}
J_s&=W\psi_s+s(u^2-t^2)\psi_u,\nonumber\\
J_t&=W\psi_t+t(s^2-u^2)\psi_u,\nonumber\\
J_u&=W\psi_u+s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t .
\label{eq:currents}
\end{align}
The integrand is $\phi_sJ_s+\phi_tJ_t+\phi_uJ_u$. For $\psi$ with continuous second derivatives, integration by parts gives
\begin{equation}
\langle\phi|\hat T|\psi\rangle=-\pi^2\!\int\!\phi\,(\partial_sJ_s+\partial_tJ_t+\partial_uJ_u)\,ds\,dt\,du+\text{flux through the faces}.
\label{eq:parts}
\end{equation}

On the face $u=s$ the outward direction is proportional to $(-1,0,1)$ in the order $(s,t,u)$, so the flux is proportional to $J_u-J_s$. There $W=s(s^2-t^2)$ and $s^2-u^2=0$, and both currents are equal:
\begin{equation}
J_s=J_u=s(s^2-t^2)(\psi_s+\psi_u)\qquad(u=s).
\end{equation}
On the faces $t=\pm u$ the outward direction is proportional to $(0,\pm1,-1)$. There $W=u(s^2-u^2)$ and $u^2-t^2=0$, so that
\begin{equation}
J_t=u(s^2-u^2)(\psi_t\pm\psi_u),\qquad J_u=u(s^2-u^2)(\psi_u\pm\psi_t)=\pm J_t ,
\end{equation}
and the flux, proportional to $\pm J_t-J_u$, is zero. At large $s$ the functions decay. Thus no surface term remains, and no condition on $\psi$ at the faces was used. The faces are collinear arrangements, where $\theta=0$ or $\pi$. They bound the range of the coordinates, but except where two particles meet they are ordinary interior points of the configuration space.

\subsection{The differential operator}

The three parts of the divergence are
\begin{align}
\partial_sJ_s={}&W\psi_{ss}+2su\,\psi_s+(u^2-t^2)\psi_u+s(u^2-t^2)\psi_{su},\nonumber\\
\partial_tJ_t={}&W\psi_{tt}-2tu\,\psi_t+(s^2-u^2)\psi_u+t(s^2-u^2)\psi_{tu},\nonumber\\
\partial_uJ_u={}&W\psi_{uu}+(s^2-t^2)\psi_u+2su\,\psi_s+s(u^2-t^2)\psi_{su}\nonumber\\
&-2tu\,\psi_t+t(s^2-u^2)\psi_{tu}.
\end{align}
The coefficients of $\psi_u$ add to $(u^2-t^2)+(s^2-u^2)+(s^2-t^2)=2(s^2-t^2)$. Those of $\psi_s$ add to $4su$ and those of $\psi_t$ to $-4tu$, and each mixed derivative appears twice.

The Laplacian of an S function is again an S function, and \eqref{eq:parts} holds for every S function $\phi$. The factor multiplying $\phi$ must therefore equal $W\hat T\psi$ inside the domain. Dividing the negative divergence by $W$ gives
\begin{align}
\hat T=-\bigg[&\partial_s^2+\partial_t^2+\partial_u^2
+\frac{4s}{s^2-t^2}\partial_s-\frac{4t}{s^2-t^2}\partial_t+\frac2u\partial_u\nonumber\\
&+\frac{2s(u^2-t^2)}{u(s^2-t^2)}\partial_s\partial_u
+\frac{2t(s^2-u^2)}{u(s^2-t^2)}\partial_t\partial_u\bigg].
\label{eq:T}
\end{align}
For the potential we use $1/r_1+1/r_2=(r_1+r_2)/(r_1r_2)=4s/(s^2-t^2)$. The S-state Hamiltonian is
\begin{equation}
\hat H=\hat T-\frac{4Zs}{s^2-t^2}+\frac1u .
\label{eq:H}
\end{equation}

The singular terms show what a good wave function must do when particles meet. For $\psi=e^{-ks}$,
\begin{equation}
\hat T e^{-ks}=\left(-k^2+\frac{4ks}{s^2-t^2}\right)e^{-ks},
\end{equation}
so $k=Z$ cancels the nuclear attraction in \eqref{eq:H} and leaves $-Z^2$, the energy of two electrons that do not repel each other. When $u\to0$ at fixed $s$, $|t|\le u$ forces $t\to0$ as well. The coefficients of the mixed derivatives then stay bounded, and the terms that diverge are $-(2/u)\psi_u+\psi/u$. They cancel if
\begin{equation}
\psi_u=\tfrac12\psi\qquad\text{at }t=u=0 .
\label{eq:cusp}
\end{equation}

This condition restricts singlet functions only. A triplet function $\psi=t\,g$, with $g$ even in $t$, vanishes at $t=u=0$ together with $\psi_u$, so \eqref{eq:cusp} holds for any $g$. In that case the coefficient of $\partial_t\partial_u$ tends to $2t/u$ and $\psi_{tu}\simeq g_u$, so the mixed term is as large as $-(2/u)\psi_u=-(2t/u)g_u$. Together with $\psi/u$ these terms give $(t/u)(g-4g_u)$, and $\hat H\psi/\psi$ stays finite as $u\to0$ if $g_u=\frac14g$ at $t=u=0$.

The form \eqref{eq:bilinear} needs first derivatives and accepts more functions than \eqref{eq:T}. Suppose that $\psi$ contains $|t|$, so that $\psi_t$ jumps at $t=0$. The quadratic form remains valid. Integration by parts on each side of $t=0$ now leaves the surface term
\begin{equation}
-\pi^2\int\phi\,W\left[\psi_t(0^+)-\psi_t(0^-)\right]ds\,du ,
\end{equation}
which is lost if \eqref{eq:T} is applied for $t\ne0$ alone. Working on the half range $t\ge0$ does not remove this term. Both expressions are limited to S states, since other states depend on the orientation angles. They also assume a fixed nucleus. If the nucleus can move, then after the centre-of-mass motion is separated the electron mass in the two Laplacians is replaced by the reduced mass of an electron and the nucleus, and a term proportional to $\nabla_1\cdot\nabla_2$ is added.

\subsection{Reduction to one integral}

The potential multiplied by the weight is a polynomial,
\begin{equation}
W\left(-\frac{4Zs}{s^2-t^2}+\frac1u\right)=-4Zsu+s^2-t^2 ,
\label{eq:WV}
\end{equation}
as are the coefficients in \eqref{eq:bilinear}. With basis functions that are polynomials times $e^{-s}$, all matrix elements reduce to
\begin{equation}
M(a,b,c)=\int_0^\infty\! ds\int_0^s\! du\int_{-u}^{u}\! dt\;s^at^bu^ce^{-2s}.
\end{equation}
For odd $b$ the $t$ integral vanishes. For even $b$ it is $2u^{b+1}/(b+1)$, the $u$ integral then gives $s^{b+c+2}/(b+c+2)$, and the last one is a factorial. With $n=a+b+c+2$,
\begin{equation}
M(a,b,c)=\frac{A_n}{(b+1)(b+c+2)},\qquad A_n=\frac{n!}{2^n}.
\label{eq:M}
\end{equation}

The length scale is treated separately. Let $\psi(s,t,u)=\chi(ks,kt,ku)$, and let $N$, $T$ and $V$ be the norm, kinetic and potential integrals of $\chi$, all without $\pi^2$. Each derivative brings a factor $k$, and the potential has the dimension of an inverse length, so
\begin{equation}
E(k)=\frac{k^2T+kV}{N},\qquad k=-\frac{V}{2T},\qquad E=-\frac{V^2}{4TN},
\label{eq:scale}
\end{equation}
where the last two expressions hold at the minimum. There the mean kinetic energy $k^2T/N$ equals $-E$, which is the virial relation.

\subsection{Matrices for helium}

We take $Z=2$ and
\begin{equation}
\psi=e^{-ks}(1+c_1u+c_2t^2),
\label{eq:trial}
\end{equation}
where $c_1$ and $c_2$ are from now on variational coefficients. At $k=1$ the basis is $(1,u,t^2)e^{-s}$. Apart from $e^{-s}$, the derivatives $(\partial_s,\partial_t,\partial_u)$ of the three functions are $(-1,0,0)$, $(-u,0,1)$ and $(-t^2,2t,0)$.

The first elements show the procedure. For the overlap, with $A_5=\frac{15}4$,
\begin{equation}
S_{11}=M(2,0,1)-M(0,2,1)=\tfrac54-\tfrac14=1 .
\end{equation}
Since the integrand of $T_{11}$ is $W$ too, $T_{11}=1$. For the potential, with $A_4=\frac32$,
\begin{equation}
V_{11}=-8M(1,0,1)+M(2,0,0)-M(0,2,0)=-4+\tfrac34-\tfrac18=-\tfrac{27}8 .
\end{equation}
The cross terms first enter in $T_{12}$. There $\phi_s\psi_u=-1$, so that
\begin{align}
S_{12}&=M(2,0,2)-M(0,2,2)=\tfrac{45}{16}-\tfrac{10}{16}=\tfrac{35}{16},\nonumber\\
T_{12}&=S_{12}-M(1,0,2)+M(1,2,0)=\tfrac{35}{16}-\tfrac{15}{16}+\tfrac5{16}=\tfrac{25}{16}.
\end{align}
The other kinetic elements follow from \eqref{eq:bilinear} in the same way:
\begin{align}
T_{13}&=S_{13}=\tfrac32,\nonumber\\
T_{22}&=S_{22}+S_{11}-2[M(1,0,3)-M(1,2,1)]=6+1-3=4,\nonumber\\
T_{23}&=S_{23}-[M(1,2,2)-M(1,4,0)]+2[M(2,2,0)-M(0,2,2)]\nonumber\\
&=\tfrac{77}{16}-\tfrac{14}{16}+\tfrac{10}{16}=\tfrac{73}{16},\nonumber\\
T_{33}&=S_{33}+4S_{13}=9+6=15 .
\end{align}
The overlaps used here, and the potential elements, come from inserting the products of basis functions with $W$ and with \eqref{eq:WV} in \eqref{eq:M}. The complete symmetric matrices are
\begin{equation}
\mathbf S=\begin{pmatrix}1&\frac{35}{16}&\frac32\\ \cdot&6&\frac{77}{16}\\ \cdot&\cdot&9\end{pmatrix},\quad
\mathbf T=\begin{pmatrix}1&\frac{25}{16}&\frac32\\ \cdot&4&\frac{73}{16}\\ \cdot&\cdot&15\end{pmatrix},\quad
\mathbf V=\begin{pmatrix}-\frac{27}8&-\frac{13}2&-\frac{87}{16}\\ \cdot&-\frac{253}{16}&-16\\ \cdot&\cdot&-\frac{537}{16}\end{pmatrix}.
\label{eq:matrices}
\end{equation}

\subsection{Energies}

With the first function alone, \eqref{eq:scale} gives $k=27/16=1.6875$ bohr$^{-1}$ and $E=-(27/16)^2=-2.8477$ hartree. For more terms, the lowest root of $(k^2\mathbf T+k\mathbf V)\mathbf C=E\,\mathbf S\mathbf C$ was found numerically and minimized with respect to $k$. With $1$ and $u$ the result is $k=1.8497$ bohr$^{-1}$, $c_1=0.3658$ bohr$^{-1}$ and $E=-2.8911$ hartree. All three terms give
\begin{gather}
k=1.81607\ \text{bohr}^{-1},\quad c_1=0.29179\ \text{bohr}^{-1},\quad c_2=0.13081\ \text{bohr}^{-2},\nonumber\\
E=-2.9024\ \text{hartree}=-78.98\ \text{eV}.
\label{eq:three}
\end{gather}
This can be followed by hand. In scaled lengths the coefficients are $C_1=1$, $C_2=c_1/k=0.16067$ and $C_3=c_2/k^2=0.03966$. The sums $\mathbf C^{\mathsf T}\mathbf S\mathbf C$, $\mathbf C^{\mathsf T}\mathbf T\mathbf C$ and $\mathbf C^{\mathsf T}\mathbf V\mathbf C$ are $N=2.0523$, $T=1.8061$ and $V=-6.5599$. Equation \eqref{eq:scale} then gives $k=6.5599/3.6122=1.816$ and $E=-43.032/14.827=-2.902$.

The kinetic energy is $2.9024$ hartree. The squares of derivatives contribute $3.3548$ and the cross terms $-0.4523$, which is 16\% of the total in magnitude. The sign can be traced in \eqref{eq:kinetic}. Here $\psi_u>0$ and $\psi_s<0$, so the $\psi_s\psi_u$ term is negative. The $t\psi_t\psi_u$ term is positive because $c_2>0$, but it is the smaller of the two. The nuclear attraction is $-6.7520$ and the repulsion $0.9472$ hartree.

The function \eqref{eq:trial} has $\psi_u/\psi=c_1=0.29$ at $t=u=0$, whereas \eqref{eq:cusp} asks for $0.5$. Minimizing the energy of a short expansion does not enforce this local condition.

A longer expansion in $s^it^{2j}u^m$ with $i+2j+m\le4$, which has 22 terms and one common exponent, gives $-2.9037$ hartree. The three-term energy lies $0.0013$ hartree above it. For comparison, diagonalizing \eqref{eq:Hcart} in all products of the 30 Gaussian orbitals of the cc-pVQZ basis (full configuration interaction) gives $-2.90241$ hartree, slightly above the three-term value of $-2.90243$. This orbital value is not converged with respect to the basis, and the near equality is particular to cc-pVQZ: the 55 orbitals of cc-pV5Z give $-2.90315$ hartree, lower by $0.0007$, which is below the three-term value and still above the 22-term one. All these energies are upper bounds to the ground-state energy of the model. A finite sum of products of Gaussian orbitals is smooth at $r_{12}=0$ and has no term linear in $u$ there. The basis also has only a few orbitals of each angular momentum, and these numbers do not separate the two sources of error.
